# The spillage of an atomic-orbital basis and its exact gradient, part 2

We seek orbital shapes that minimise the spillage $\mathcal S$, the part of given reference states that a numerical atomic-orbital basis cannot represent. Hartree atomic units are used. Structure $\kappa$ has states $\psi_{\kappa n}$ with weights $w_{\kappa n}\ge0$, $\sum_{\kappa n}w_{\kappa n}=1$; $\kappa$ is often dropped. With $\mathbf r_I$ measured from atom $I$, the primitives and orbitals are

$$\chi_{Ilmq}(\mathbf r)=j_l(q r_I)\,Y_{lm}(\hat{\mathbf r}_I)\,\theta(r_c-r_I),\qquad j_l(qr_c)=0,\quad q\le q_{\max},$$

$$\phi_{Ilm\zeta}=\sum_q c_{l\zeta q}\,\chi_{Ilmq},\qquad \zeta=1,\dots,n_l ,$$

with spherical Bessel functions $j_l$, spherical harmonics $Y_{lm}$ and unit step $\theta$. The matrix $c_l$ has rows $q$, columns $\zeta$. Assumptions: (A1) $c$ is real and common to all $m$, atoms and structures; (A2) in every structure the $\phi_\mu$, $\mu=(I,l,m,\zeta)$, are linearly independent; (A3) states, weights, $r_c$ and $q$ do not depend on $c$. With $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$,

$$P=\sum_{\mu\nu}|\phi_\mu\rangle(S^{-1})_{\mu\nu}\langle\phi_\nu|,\qquad \mathcal S=\sum_{\kappa n}w_{\kappa n}\langle\psi_{\kappa n}|1-P_\kappa|\psi_{\kappa n}\rangle .$$

**Theorem.** Let $a_{\mu n}=\sum_\nu (S^{-1})_{\mu\nu}\langle\phi_\nu|\psi_n\rangle$. Proved:

(i) $\mathcal S$ is the weighted squared distance of the states from the span of the basis;

(ii) its gradient is

$$g_{l\zeta q}\equiv\frac{\partial\mathcal S}{\partial c_{l\zeta q}}=-2\,\mathrm{Re}\sum_{\kappa n}w_{\kappa n}\sum_{I,m}a^*_{Ilm\zeta,n}\,\langle\chi_{Ilmq}|(1-P)|\psi_n\rangle .$$

Still to prove:

(iii) for real invertible $n_l\times n_l$ matrices $M_l$, the change $c_l\to c_lM_l$ leaves $\mathcal S$ unchanged and sends $g_l\to g_lM_l^{-T}$; moreover $c_l^Tg_l=0$ everywhere, and at a stationary point the Hessian has at least $\sum_l n_l^2$ zero modes.

**Lemma 1.** For any $\psi$, the function $F(b)=\|\psi-\sum_\mu b_\mu\phi_\mu\|^2$ has its only minimum at $b=a=S^{-1}A$, where $A_\mu=\langle\phi_\mu|\psi\rangle$, and the minimum is $\langle\psi|1-P|\psi\rangle$. Also $P^\dagger=P=P^2$ and $P\phi_\lambda=\phi_\lambda$.

Hence adding orbitals cannot raise $\mathcal S$, and

$$\mathcal S_{\rm out}\le\mathcal S_{\rm prim}\le\mathcal S(c)\quad\text{for all }c ,$$

with $\mathcal S_{\rm prim}$ the spillage of the uncontracted primitives and $\mathcal S_{\rm out}$ the weighted norm outside all spheres.

**Lemma 2.** If $j_l(qr_c)=j_l(q'r_c)=0$ with $q,q'>0$, then

$$\int_0^{r_c}j_l(qr)\,j_l(q'r)\,r^2\,dr=\delta_{qq'}N_{lq}^2,\qquad N_{lq}^2=\tfrac12 r_c^3\,j_{l+1}(qr_c)^2 .$$

Scaled coefficients $x_{l\zeta q}=N_{lq}c_{l\zeta q}$ give on-site overlap $x_l^Tx_l$. For $p=(I,l,m,q)$, $B_{pp'}=\langle\chi_p|\chi_{p'}\rangle$, $Q_{pn}=\langle\chi_p|\psi_n\rangle$, $D_{pn}=\langle\chi_p|(1-P)|\psi_n\rangle$. $K=\sum_\mu|\phi_\mu\rangle\langle\phi_\mu|$ omits $S^{-1}$; the false gradient $\tilde g$ omits $\delta S$.

## Proof of the gauge properties

*Proof of (iii).* Under $c_l\to c_l'=c_lM_l$ the new orbitals of each $(I,l,m)$ are invertible combinations of the old ones, the span is the same, and by (i) so is $\mathcal S$. Hence $\mathcal S(\{c_l'\})=\mathcal S(\{c_l'M_l^{-1}\})$ for all $c'$. Varying $c'$, with $\delta c_l=\delta c_l'M_l^{-1}$,

$$\mathrm{tr}(g_l'^T\delta c_l')=\mathrm{tr}(g_l^T\delta c_l'M_l^{-1})=\mathrm{tr}\big((g_lM_l^{-T})^T\delta c_l'\big),$$

by cyclic invariance of the trace, so $g_l'=g_lM_l^{-T}$.

The orthogonality follows from (ii) directly. Contracting with $c_{l\zeta'q}$ turns $\chi_{Ilmq}$ into $\phi_{Ilm\zeta'}$, and $\langle\phi_{Ilm\zeta'}|(1-P)=0$ by Lemma 1, so $(c_l^Tg_l)_{\zeta'\zeta}=0$.

For the Hessian, let $\alpha,\beta$ run over all coefficients and let $v(c)$ be the direction $\delta c_l=c_lE$ for a fixed $n_l\times n_l$ matrix $E$, with other shells unchanged. Then $\sum_\alpha g_\alpha v_\alpha=\mathrm{tr}(g_l^Tc_lE)=0$ for all $c$. Differentiating with respect to $c_\beta$,

$$\sum_\alpha H_{\beta\alpha}v_\alpha+\sum_\alpha g_\alpha\frac{\partial v_\alpha}{\partial c_\beta}=0,$$

and at $g=0$ this is $Hv=0$. Assumption (A2) requires $c_l$ to have full column rank, so $c_lE=0$ only for $E=0$, and the directions span $n_l^2$ dimensions for each $l$. ∎

The spillage thus depends on $c$ only through the span of the radial functions of each $l$, and can fix nothing beyond that span. No normalisation constraint is needed in a minimisation, but $|g|$ scales inversely with the size of $c$, so a convergence threshold has meaning only in a fixed gauge, such as $x_l^Tx_l=1$. A distinction between a first and a second radial function needs an added rule, such as freezing the first and taking the second normalised and orthogonal to it on the same atom, which fixes the second up to its sign once the span is given.

*Remark (curvature at small spillage).* Suppose $\psi=\sum a_\mu\phi_\mu$ exactly. Putting $b=a+\beta$ in Lemma 1 for the changed basis, the residual is $-\sum_\mu(a_\mu\delta\phi_\mu+\beta_\mu\phi_\mu+\beta_\mu\delta\phi_\mu)$. The optimal $\beta$ is of first order, so the last term is of second order, and $\beta$ removes the part of the first term that lies in the span:

$$\mathcal S(c+\delta c)=\sum w\,\Big\|(1-P)\sum_\mu a_\mu\delta\phi_\mu\Big\|^2+O(\delta c^3).$$

In the gauge $x_l^Tx_l=1$, take a change $\delta x$ of one function $(l,\zeta)$ orthogonal to the columns of $x_l$, and neglect overlaps between atoms. Then the right side is $p_{l\zeta}|\delta x|^2$ with the population $p_{l\zeta}=\sum w\sum_{I,m}|a_{Ilm\zeta,n}|^2$, and the curvature is $2p_{l\zeta}$. In this approximation weakly populated functions lie in flat valleys. The populations still depend on the rotations among the radial functions of one $l$ that this gauge allows, so the flattest direction of a shell belongs to the normalised combination with the smallest population.

## The one-centre limit

**Corollary.** If the basis sits on a single atom of a finite system, let $\tilde Q_{lmq,n}=Q_{lmq,n}/N_{lq}$ and $W_l=\mathrm{Re}\sum_{\kappa n}w_{\kappa n}\sum_m\tilde Q_{lm,n}\tilde Q_{lm,n}^\dagger$, a real symmetric matrix in $q,q'$ with eigenvalues $\lambda_{l1}\ge\lambda_{l2}\ge\dots$. Then

$$\min_c\mathcal S=\sum w\langle\psi|\psi\rangle-\sum_l\sum_{k=1}^{n_l}\lambda_{lk}.$$

*Proof.* By (iii) choose $x_l^Tx_l=1$. Lemma 2 then gives $S=1$ and $a_{lm,n}=x_l^T\tilde Q_{lm,n}$, so the projected weight is $\sum_l\mathrm{tr}(x_l^TW_lx_l)$; only the real part of the Hermitian sum survives, since its imaginary part is antisymmetric and $x_l$ is real. With orthonormal eigenvectors $e_k$ of $W_l$, the trace is $\sum_k\lambda_kt_k$ with $t_k=e_k^Tx_lx_l^Te_k$. As $x_lx_l^T$ is a projector of rank $n=n_l$, $0\le t_k\le1$ and $\sum_kt_k=n$. Then

$$\sum_{k\le n}\lambda_k-\sum_k\lambda_kt_k=\sum_{k\le n}\lambda_k(1-t_k)-\sum_{k>n}\lambda_kt_k\ge\lambda_n\Big[\sum_{k\le n}(1-t_k)-\sum_{k>n}t_k\Big]=0,$$

with equality when the columns of $x_l$ are the first $n$ eigenvectors. ∎

In the same gauge the scaled residual is $(1-x_lx_l^T)\tilde Q_{lm,n}$, so (ii) becomes $\partial\mathcal S/\partial x_l=-2(1-x_lx_l^T)W_lx_l$, which vanishes exactly when the columns of $x_l$ span an invariant subspace of $W_l$. With several atoms whose spheres overlap, $S$ contains blocks between atoms that depend on $c$ and couple different $l$, in general no gauge makes $S=1$, and this argument fails. A stationary point found by descent is then not known to be the global minimum, and that it is a local minimum needs a separate check, for which a Hessian positive apart from the gauge modes suffices.

## Conditions under which the result fails

If (A2) fails, $S^{-1}$ does not exist, and near such a point the gradient can diverge. For the pair $\phi_1$ and $\phi_2=\phi_1+\epsilon\eta$, the span contains $\eta$ for every $\epsilon\ne0$ but not at $\epsilon=0$, so $\mathcal S$ jumps there if a state of nonzero weight overlaps the part of $\eta$ orthogonal to the span at $\epsilon=0$. Since $\eta=(\phi_2-\phi_1)/\epsilon$, such a state has $a\sim1/\epsilon$, with opposite signs on the two orbitals. If $\phi_1$ and $\phi_2$ are two radial functions of one shell, each has its own coefficients, and $g$ grows as $1/\epsilon$ unless the sum in (ii) happens to vanish. If they are the same radial function on two approaching atoms, the sum over $I$ in (ii) combines $a_1^*D_1+a_2^*D_2$ with $a_1+a_2=O(1)$ and $D_2-D_1=O(\epsilon)$, so the $1/\epsilon$ terms cancel and $g$ stays finite. If (A3) fails because $r_c$ is varied, terms from $\delta B$ and $\delta Q$ must be added. States recomputed in the basis being optimised lie in its span, so their spillage is zero for every $c$ and says nothing about the quality of the basis; the reference states must come from a separate calculation. Finally, $\mathcal S$ is a squared norm of the residual and not of its gradient. The kinetic energy operator is unbounded, so a small spillage alone does not bound the error of the energy.

## Worked example: the chlorine molecule

The reference states are the seven occupied valence orbitals of Cl$_2$ at two bond lengths, $R=3.8$ bohr (2.011 Å), near the equilibrium distance of roughly 2.0 Å, and a stretched $R=4.6$ bohr (2.434 Å). They come from spin-restricted Kohn–Sham calculations with the PBE functional, the ccECP pseudopotential and its cc-pVTZ basis of 58 Gaussian functions. All weights are $1/14$. The digits given below belong to these particular reference states, which are not converged in the Gaussian basis. This basis has no diffuse functions, and adding them changes the optimised spillages by 10 to 40%, as noted where they appear. The choice $r_c=6$ bohr and $q_{\max}=6$ bohr$^{-1}$ ($q_{\max}^2/2=18$ Ha) admits the zeros of $j_l$ below 36, which number 11, 10 and 10 for $s$, $p$ and $d$, giving $2(11+3\cdot10+5\cdot10)=182$ primitives. For $l=0$ the zeros are $n\pi$ and $|j_1(n\pi)|=1/(n\pi)$, so $q_1=\pi/6=0.5236$ bohr$^{-1}$ and $N_{0,n}=\sqrt{108}/(n\pi)=3.308/n$ bohr$^{3/2}$.

The integrals $B$ and $Q$ are done in the distances $r_A,r_B$ from the two nuclei and the azimuth $\varphi$. From $r_A^2/2=\rho^2/2+z^2/2$ and $r_B^2/2=\rho^2/2+(z-R)^2/2$, the Jacobian with respect to $(\rho^2/2,z)$ has modulus $|(z-R)-z|=R$, so $d^3r=r_Ar_B\,dr_A\,dr_B\,d\varphi/R$ with $|r_A-R|\le r_B\le r_A+R$. The kinks at $r_c$ lie on coordinate lines. Panels of 26 Gauss–Legendre points, broken at $r_c$, at $r_A=R$, $r_c\pm R$ and 1.2 bohr from each nucleus and ending at $r_A=R+12$ bohr, give 10140 points. Seven equally spaced azimuths integrate exactly the products of functions with $|m|\le3$.

**Starting guess.** With the basis on one atom only, the leading eigenvalues of $W_l$ are 0.14241 and 0.01270 for $s$, 0.38171 and 0.03776 for $p$, and 0.07895 for $d$. The corollary gives for 2s2p1d

$$1-(0.14241+0.01270+0.38171+0.03776+0.07895)=1-0.65353=0.34647 .$$

The sign of each eigenvector is arbitrary and is chosen here to make its first coefficient positive; reversing it would reverse the matching gradient components. Placing these eigenvectors on both atoms gives 26 orbitals with $22+20+10=52$ coefficients, $\mathcal S=5.363\times10^{-3}$, and a condition number of $S$ of 35 at $R=3.8$ bohr. Components of the gradient there, in bohr$^{3/2}$, with $i$ numbering the wave numbers, are:

| $l,\zeta,i$ | $g$ | $\tilde g$ ($\delta S$ dropped) |
|---|---|---|
| $s,1,1$ | $2.957\times10^{-3}$ | $-1.282$ |
| $s,2,4$ | $-4.548\times10^{-5}$ | $1.506\times10^{-4}$ |
| $p,1,2$ | $3.007\times10^{-2}$ | $-1.203$ |
| $d,1,1$ | $-6.423\times10^{-6}$ | $4.321\times10^{-3}$ |

In these four components the false gradient has the wrong sign. To first order, lowering $c_{p,1,2}$ by $10^{-3}$ bohr$^{-3/2}$ lowers $\mathcal S$ by $3.0\times10^{-5}$, which is $3.007\times10^{-5}/5.363\times10^{-3}=0.56\%$ of its value.

**Optimised sets.** The BFGS method was applied to $x$ with the gradient (ii), all shells free, and the columns of $x_l$ orthonormalised at the end, where $|\partial\mathcal S/\partial x|$ is about $10^{-8}$ or less. Each larger set starts from the optimum of the smaller one plus the next one-centre eigenvectors, so by Lemma 1 it starts no higher. As each orbital holds two electrons, $14\,\mathcal S$ is the number of the 14 valence electrons missed, averaged over the two geometries.

| basis | start | local minimum | $14\,\mathcal S$ |
|---|---|---|---|
| 1s1p | $6.830\times10^{-3}$ | $3.708\times10^{-3}$ | 0.0519 |
| 2s2p | $3.071\times10^{-3}$ | $2.785\times10^{-3}$ | 0.0390 |
| 2s2p1d | $2.643\times10^{-3}$ | $6.960\times10^{-4}$ | 0.0097 |

The second $s$ and $p$ functions lower the spillage by $1-2.785/3.708=25\%$, and the $d$ shell then lowers it by a factor $2.785/0.696=4.0$. With reference states from the aug-cc-pVTZ basis (90 functions) the three minima rise to $4.40\times10^{-3}$, $3.09\times10^{-3}$ and $9.7\times10^{-4}$, that is by 19%, 11% and 40%, and the gains become 30% and a factor 3.2. The ranking of the gains survives this change, but their sizes are known only roughly. A larger set with poor shapes can be worse than a smaller optimised one: the unoptimised 2s2p1d guess, at $5.363\times10^{-3}$, is worse than the optimised 1s1p set. This does not conflict with Lemma 1, because the guess does not contain the optimised functions. Likewise the one-centre $d$ function gains only $1-2.643/2.785=5\%$ before all shells are relaxed together; the shares of the later gain due to the $d$ shape and to the readjusted $s$ and $p$ shapes are not separated here.

The optimal minimal-basis $s$ function has $c=0.2110,\ 0.3811,\ 0.2657$ bohr$^{-3/2}$ for its first three wave numbers. Multiplying by $3.308/n$ gives $x=0.698,\ 0.630,\ 0.293$, whose squares add to 0.97 of the norm.

At the 2s2p1d minimum the spillages of the single states, in units of $10^{-3}$ and in order of orbital energy, are 0.202, 0.109, 0.790, 1.290 (twice) and 0.679 (twice) at 3.8 bohr, and 0.098, 0.082, 0.833, 1.158 (twice) and 0.688 (twice) at 4.6 bohr. The sums are 5.039 and 4.705, and $(5.039+4.705)/14=0.696$. For these reference states the lower degenerate $\pi$ pair is the worst represented. The margin depends on the Gaussian basis: with aug-cc-pVTZ the lower and upper pairs give 1.43 and 1.43 at 3.8 bohr and 1.66 and 1.26 at 4.6 bohr. For the same normalised orbitals, $\sum w\langle\psi|1-K|\psi\rangle=-0.125$, negative and 180 times the true value in size.

**Bounds.** Least-squares projection on all normalised primitives, with singular values below $10^{-10}$ of the largest discarded, gives $\mathcal S_{\rm prim}=6.392\times10^{-4}$, and the quadrature outside both spheres gives $\mathcal S_{\rm out}=3.152\times10^{-4}$. The 2s2p1d minimum exceeds $\mathcal S_{\rm prim}$ by $6.960-6.392=0.568$ in units of $10^{-4}$, or 8% of its own value. For these states, further $s$, $p$ or $d$ functions built from the same primitives can gain at most that much. Of $\mathcal S_{\rm prim}$, the share $3.152/6.392=49\%$ lies outside both spheres, where orbitals centred on the two atoms can reach only if their radius is larger. The rest is owed to the truncation at $l\le2$ and $q\le q_{\max}$, in shares that these numbers do not separate. Both bounds depend on the tails of the reference states: with aug-cc-pVTZ, $\mathcal S_{\rm prim}=8.7\times10^{-4}$ and $\mathcal S_{\rm out}=4.9\times10^{-4}$, and the shares of 8% and 49% become 10% and 56%. The forced zero at $r_c$ is not a separate cause: the primitives of all $l$ and $q$ are complete among square-integrable functions in each sphere, so the zero affects only the rate of convergence in $q_{\max}$.

**Hessian.** Central differences of the gradient in $x$, with step $10^{-4}$, give 2, 8 and 9 eigenvalues below $3\times10^{-8}$ in modulus for the three sets, equal to $\sum_ln_l^2=1+1$, $4+4$ and $4+4+1$. For 1s1p the others lie between 0.481 and 1.410. Counting two states per molecule as $s$-like and five as $p$-like, the estimate $2p_{l\zeta}$ gives $2\cdot4/14=0.57$ and $2\cdot10/14=1.43$, of the right size although it neglects overlap between the atoms. For 2s2p1d the lowest nonzero eigenvalue is $1.30\times10^{-4}$ against a largest of 1.398, a ratio of $1.1\times10^{4}$. That these soft modes belong to the weakly populated added functions is what the curvature formula suggests, but it remains a conjecture here. All nonzero eigenvalues are positive, so the three stationary points are local minima apart from the gauge freedom.
